\section*{Hush relations for intervalence bands and the cutoff at 2H}

Consider one electron shared by two equivalent sites, a distance $r$ apart. In the diabatic state $a$ it sits on one site, in $b$ on the other. The coupling between these states is a constant $H>0$. All energies, including $kT$ and the photon energy $\nu$, are in $\mathrm{cm^{-1}}$, $r$ is in ångström, and $\varepsilon$ is the decadic molar absorption coefficient in $\mathrm{M^{-1}\,cm^{-1}}$. One harmonic nuclear coordinate $q$, with equal force constants in the two states, carries the reorganisation energy $\lambda$:
\begin{equation}
V_a=\frac{\lambda}{4}(1-q)^2,\qquad V_b=\frac{\lambda}{4}(1+q)^2,\qquad V_b-V_a=\lambda q .
\end{equation}
The minimum of $V_a$ is at $q=1$, where the vertical gap is $\lambda$. In the diabatic basis the dipole operator is diagonal, with elements $-er/2$ and $+er/2$, so $r$ is the diabatic charge-transfer distance. Nuclear motion is at first classical: $q$ has a Boltzmann distribution and does not change during the optical transition.

For weak coupling, $2H\ll\lambda$, and $kT$ small compared with the crossing energy $\lambda/4$, the molecule spends nearly all its time near a diabatic minimum. On $V_a$ the probability of $q$ is proportional to $\exp[-\lambda(q-1)^2/(4kT)]$, a Gaussian of variance $2kT/\lambda$. The gap is $\lambda$ times $q$, so it is Gaussian too, with
\begin{equation}
\langle V_b-V_a\rangle=\lambda,\qquad \sigma^2=\lambda^2\,\frac{2kT}{\lambda}=2\lambda kT .
\end{equation}
A Gaussian has full width at half maximum $2\sqrt{2\ln2}\,\sigma$. Squaring this gives
\begin{equation}
(\Delta\nu_{1/2})^2=8\ln2\;\sigma^2=16\ln2\;kT\,\lambda .
\label{width}
\end{equation}
At 300 K, $kT=208.51\ \mathrm{cm^{-1}}$ and the coefficient is $2312\ \mathrm{cm^{-1}}$; at 298.15 K it is 2298. A rounded coefficient of 2310 corresponds to 299.7 K. Writing $(\Delta\nu_{1/2})^2=2310\,\nu_{\max}$ further replaces $\lambda$ by the position of the band maximum, an approximation whose error is found below.

If the sites differ and $V_b$ is raised by $\Delta G^0$, the gap becomes $\lambda q+\Delta G^0$. A constant shifts the mean but not the variance. Hence the mean gap is $\bar\nu=\lambda+\Delta G^0$ and
\begin{equation}
(\Delta\nu_{1/2})^2=16\ln2\;kT\,(\bar\nu-\Delta G^0).
\end{equation}
For $\lambda=8000$ and $\Delta G^0=2000\ \mathrm{cm^{-1}}$ the mean is 10000 and the width $4301\ \mathrm{cm^{-1}}$. Using the full 10000 in the symmetric formula would give $4809\ \mathrm{cm^{-1}}$, too large by 12\%.

The classical width needs soft modes. Let $\hat H_a$ and $\hat H_b$ be the quantum oscillator Hamiltonians of the two states, and $|n\rangle$ an eigenstate of $\hat H_a$ with energy $E_n$. Since the kinetic energies are the same, $(\hat H_b-E_n)|n\rangle=(V_b-V_a)|n\rangle$. The first two moments of the Franck--Condon line energies are therefore thermal averages of $\lambda q$ and $(\lambda q)^2$. In a harmonic oscillator the mean potential energy is half the total, so with mode energy $\hbar\omega$
\begin{equation}
\frac{\lambda}{4}\langle(q-1)^2\rangle=\frac{\hbar\omega}{4}\coth\frac{\hbar\omega}{2kT}
\quad\Rightarrow\quad
\sigma^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT}.
\end{equation}
For $\hbar\omega\ll2kT$, $\coth x\simeq1/x$ restores $2\lambda kT$. The coefficient $8\ln2\,\sigma^2/\lambda$ at 300 K is 2324 for a $50\ \mathrm{cm^{-1}}$ mode, but 2982 for a $400\ \mathrm{cm^{-1}}$ mode. These are widths of a Gaussian with the same variance; a band with resolved or skewed structure need not have that half-width.

To obtain the intensity, the coupling must be kept. At fixed $q$ the electronic matrix has diagonal elements $V_a,V_b$ and off-diagonal element $H$. Since $(V_a+V_b)/2=\lambda(1+q^2)/4$, its eigenvalues are
\begin{equation}
E_\pm=\frac{\lambda}{4}(1+q^2)\pm\frac{E}{2},\qquad
E=\sqrt{\lambda^2q^2+4H^2}.
\label{surfaces}
\end{equation}
Here $E$ is the adiabatic gap. Write the lower state as $\cos\theta\,|a\rangle-\sin\theta\,|b\rangle$ and the upper as $\sin\theta\,|a\rangle+\cos\theta\,|b\rangle$. The matrix element of the Hamiltonian between them, $-\tfrac12\lambda q\sin2\theta+H\cos2\theta$, must vanish, so $\sin2\theta=2H/E$ and $\cos2\theta=\lambda q/E$. The transition dipole is $-er\sin\theta\cos\theta$, and the upper-minus-lower dipole difference is $er\cos2\theta$:
\begin{equation}
|\mu|=\frac{er}{2}\sin2\theta=\frac{H\,er}{E},\qquad
\Delta\mu_{\rm ad}=er\,\frac{\lambda q}{E},\qquad
(er)^2=\Delta\mu_{\rm ad}^2+4\mu^2 .
\label{dipole}
\end{equation}
The intensity is thus borrowed from the transferred charge. The product $E|\mu|=H\,er$ does not depend on $q$, whatever the size of $H$.

The link to the measured absorption follows from the golden rule, written for the moment in SI units. A field $F_0\cos\omega t$ gives an isotropic sample the transition rate $(\pi\mu^2F_0^2/6\hbar^2)\,\delta(\omega-\omega_0)$, the average over orientations supplying a factor $1/3$. Multiplying by $\hbar\omega$ and dividing by the incident intensity $\tfrac12\epsilon_0cF_0^2$ gives the cross-section
\begin{equation}
s(\omega)=\frac{\pi\omega\mu^2}{3\epsilon_0\hbar c}\,\delta(\omega-\omega_0),
\qquad
\int\frac{s}{\nu}\,d\nu=\int\frac{s}{\omega}\,d\omega=\frac{2\pi^2\mu^2}{3\epsilon_0hc}.
\end{equation}
Because $10^{-\varepsilon[\mathrm{conc}]l}=e^{-sN_A[\mathrm{conc}]l}$, the SI coefficient is $\varepsilon=N_As/\ln10$. One $\mathrm{m^2\,mol^{-1}}$ equals $10\ \mathrm{M^{-1}\,cm^{-1}}$. With $\mu$ in debye (D),
\begin{equation}
\int\frac{\varepsilon}{\nu}\,d\nu=C\mu^2,\qquad
C=\frac{10N_A}{\ln10}\,\frac{2\pi^2(1\,\mathrm{D})^2}{3\epsilon_0hc}
=108.86\ \mathrm{M^{-1}\,cm^{-1}\,D^{-2}} .
\end{equation}
Refractive-index and local-field corrections of the solvent are left out.

Let $P(E)$ be the normalised distribution of gaps, with the population of the upper surface neglected. That population, relative to the lower one, is at most $e^{-2H/kT}$, because the gap is nowhere below $2H$; for weak coupling it is far smaller, since the region of small gap is itself rarely visited. Each gap contributes according to its own dipole, so $\varepsilon(E)=C\,E\,\mu^2P(E)$. Multiplying by $E$ and using $E|\mu|=H\,er$,
\begin{equation}
E\,\varepsilon(E)=C(H\,er)^2P(E)
\quad\Rightarrow\quad
H=\frac{1}{er}\left[\frac1C\int\nu\,\varepsilon(\nu)\,d\nu\right]^{1/2}.
\label{sumrule}
\end{equation}
The reduced band $\nu\varepsilon$, not $\varepsilon$, therefore has the shape of the gap distribution and, for weak coupling, the Gaussian width (\ref{width}).

For a narrow band, $\nu$ under the integral may be replaced by $\nu_{\max}$ and $\varepsilon$ by a Gaussian, whose area is $\sqrt{\pi/(4\ln2)}\;\varepsilon_{\max}\Delta\nu_{1/2}=1.0645\,\varepsilon_{\max}\Delta\nu_{1/2}$. One electron charge times one ångström is $4.803$ D, so
\begin{equation}
H=\frac{1}{4.803\,r}\sqrt{\frac{1.0645}{108.86}}\,
\sqrt{\varepsilon_{\max}\nu_{\max}\Delta\nu_{1/2}}
=\frac{0.0206}{r}\sqrt{\varepsilon_{\max}\nu_{\max}\Delta\nu_{1/2}} .
\label{hush}
\end{equation}

The integral relation does not rest on classical nuclei. Let $\hat H$ be the full vibronic Hamiltonian and $\hat D=-(er/2)\sigma_z$ the dipole operator, with $\sigma_z=|a\rangle\langle a|-|b\rangle\langle b|$. The kinetic energy and the diabatic potentials commute with $\hat D$, so the coupling $H\sigma_x$ alone contributes:
\begin{equation}
[\hat D,\hat H]=-\frac{er}{2}H[\sigma_z,\sigma_x]=-i\,er\,H\sigma_y .
\end{equation}
Its matrix element between vibronic eigenstates $f$ and $i$ is $(E_i-E_f)D_{fi}$. Squaring, summing over the complete set $f$ and using $\sigma_y^2=1$,
\begin{equation}
\sum_f(E_f-E_i)^2|D_{fi}|^2=(H\,er)^2
\end{equation}
for every initial state $i$, and so for any thermal mixture. The sum contains downward transitions and vibrational transitions within one surface. A measured intervalence band contains neither, and emission reduces net absorption; (\ref{sumrule}) is accurate when these parts are small.

Now take $\lambda=8000$, $H=400\ \mathrm{cm^{-1}}$, $r=7$ Å and $T=300$ K as round model parameters. The spectrum built from the eigenvectors of the two-state matrix has $\nu_{\max}=7553\ \mathrm{cm^{-1}}$, $\varepsilon_{\max}=552\ \mathrm{M^{-1}\,cm^{-1}}$ and $\Delta\nu_{1/2}=4445\ \mathrm{cm^{-1}}$. Then
\begin{equation}
H=\frac{0.02059}{7}\sqrt{552.3\times7553\times4445}
=400.5\ \mathrm{cm^{-1}}=0.0497\ \mathrm{eV},
\end{equation}
while the integral over $\nu\varepsilon$ returns $400.0\ \mathrm{cm^{-1}}$. The working formula does so well partly because two errors cancel. At the maximum of $\varepsilon$, displaced by $447\ \mathrm{cm^{-1}}$ from $\lambda$, the Gaussian has fallen to $\exp[-447^2/(4\lambda kT)]=0.97$ of its peak, while the width of $\varepsilon$ exceeds that of the Gaussian by the factor $4445/4301=1.03$.

Both effects come from dividing the Gaussian by $\nu$. For weak coupling $\ln\varepsilon$ is $-(\nu-\lambda)^2/(4\lambda kT)-\ln\nu$ plus a constant, and its maximum satisfies
\begin{equation}
\lambda-\nu_{\max}=\frac{2\lambda kT}{\nu_{\max}}\simeq2kT .
\end{equation}
The division also lowers the curvature of $\ln\varepsilon$ and so broadens the band. The reduced band, by contrast, peaks at 7996 with width $4305\ \mathrm{cm^{-1}}$, against $4301\ \mathrm{cm^{-1}}$ from (\ref{width}). Inserting $\nu_{\max}$ for $\lambda$ gives $4179\ \mathrm{cm^{-1}}$, which is 6\% below the width actually read from $\varepsilon$. In this example a width of $\varepsilon$ that exceeds the 2310 rule by this amount thus arises already at weak coupling, from the factor $1/\nu$ and from putting $\nu_{\max}$ for $\lambda$; the argument says nothing about a band narrower than the rule.

When $H$ grows, the thermal distribution must be taken on the lower adiabatic surface. From (\ref{surfaces}), $\lambda^2q^2=E^2-4H^2$. Eliminating $q$,
\begin{equation}
E_-=\frac{\lambda}{4}+\frac{E^2-4H^2}{4\lambda}-\frac E2
=\frac{(E-\lambda)^2}{4\lambda}-\frac{H^2}{\lambda}.
\label{lower}
\end{equation}
As a function of the gap, the lower surface is still a parabola centred at $\lambda$. Differentiating $\lambda^2q^2=E^2-4H^2$ gives $\lambda^2q\,dq=E\,dE$, hence $|dq/dE|=E/(\lambda\sqrt{E^2-4H^2})$, the same for both signs of $q$. The Boltzmann factor times this Jacobian is $P(E)$, and (\ref{sumrule}) gives
\begin{align}
\varepsilon(E)&=\frac{C(H\,er)^2}{Z}\,
\frac{e^{-(E-\lambda)^2/(4\lambda kT)}}{\sqrt{E^2-4H^2}},\qquad E>2H,
\label{band}\\
Z&=\int_{2H}^{\infty}\frac{E\,e^{-(E-\lambda)^2/(4\lambda kT)}}{\sqrt{E^2-4H^2}}\,dE,
\end{align}
with $\varepsilon=0$ for $E<2H$. This is the cutoff: the two surfaces never come closer than $2H$, so no vertical transition has less energy. With unequal sites $E^2=(\lambda q+\Delta G^0)^2+4H^2$, and the smallest gap is again $2H$.

At the edge the gap is stationary in $q$, many configurations share nearly the same gap, and $\varepsilon$ diverges as $(E-2H)^{-1/2}$. The divergence is integrable. In the weak-coupling example it lies at $800\ \mathrm{cm^{-1}}$, where the Gaussian factor is only about $4\times10^{-4}$, so it is of no consequence there.

The minima of the lower surface follow from
\begin{equation}
\frac{dE_-}{dq}=\frac{\lambda q}{2}\left(1-\frac{\lambda}{E}\right)=0 .
\end{equation}
For $2H<\lambda$ there are two minima, at $E=\lambda$, that is at $q^2=1-4H^2/\lambda^2$. The vertical gap there stays equal to $\lambda$ however $H$ varies in this range. Between them, at $q=0$ and $E=2H$, stands a barrier which by (\ref{lower}) is
\begin{equation}
B=\frac{(\lambda-2H)^2}{4\lambda}.
\end{equation}
For $2H\ge\lambda$ the bracket in the derivative is nowhere negative, and the single minimum is at $q=0$. The electron is delocalised, the gap at the minimum is $2H$, and the transition dipole there is $er/2$. The band edge then measures $H$ directly, as half its energy.

The Gaussian factor at the edge, relative to its value at $E=\lambda$, is $e^{-B/kT}$ for $2H<\lambda$. The cut thus removes a visible part of the band when the barrier is no longer large compared with $kT$. It reaches the low-energy half-height point of the Gaussian when $B=kT\ln2$, or
\begin{equation}
2H=\lambda-\sqrt{4\ln2\,\lambda kT},
\end{equation}
which is $5849\ \mathrm{cm^{-1}}$, or $0.73\lambda$, in the example. This condition refers to the Gaussian factor alone. The square-root denominator in (\ref{band}) lifts the low-energy side, so the half-height of $\varepsilon$ itself is lost at smaller coupling. At $2H=4000\ \mathrm{cm^{-1}}$, (\ref{band}) has a minimum near $4510\ \mathrm{cm^{-1}}$ that is still 0.51 of its interior maximum at $7356\ \mathrm{cm^{-1}}$, so $\varepsilon$ does not fall to half height between the edge and its maximum, and no half-width can be read from it for use in (\ref{hush}). The reduced band $\nu\varepsilon$ still has both half-height points there; its width, about $4530\ \mathrm{cm^{-1}}$, is 5\% above (\ref{width}).

The interior maximum of $\varepsilon$ outlasts the low-energy half-height point, but it disappears before the cut reaches the half-height of the Gaussian factor. Setting the derivative of the logarithm of (\ref{band}) to zero gives
\begin{equation}
\frac{\lambda-E}{2\lambda kT}=\frac{E}{E^2-4H^2}
\quad\Rightarrow\quad
4H^2=E^2-\frac{2\lambda kT\,E}{\lambda-E}.
\label{peak}
\end{equation}
An interior maximum exists as long as some $E<\lambda$ satisfies this. The largest possible $4H^2$ is found by differentiating the right side, $2E-2\lambda^2kT/(\lambda-E)^2=0$, so that
\begin{equation}
E(\lambda-E)^2=\lambda^2kT ,
\end{equation}
the relevant root being the larger of the two that lie below $\lambda$ ($6575\ \mathrm{cm^{-1}}$ in the example); the third root lies above $\lambda$ and plays no part. For $kT\ll\lambda$ it is $\lambda-E\simeq\sqrt{\lambda kT}$, and (\ref{peak}) then gives $2H\simeq\lambda-2\sqrt{\lambda kT}$ to leading order. Without this expansion the limit in the example is $5276\ \mathrm{cm^{-1}}$, or $0.66\lambda$. Above it the classical $\varepsilon$ falls steadily from the edge, although two minima persist up to $2H=\lambda$. The statement that the band stays at $\lambda$ until delocalisation is true of the gap at the minima; for the thermal band maximum it is recovered as $T\to0$ within the classical model.

Three couplings show the passage. At $2H/\lambda=0.5$ the cutoff is $4000\ \mathrm{cm^{-1}}$, the barrier is $500\ \mathrm{cm^{-1}}$, and an interior maximum remains at $7356\ \mathrm{cm^{-1}}$. At 0.8 the cutoff is $6400\ \mathrm{cm^{-1}}$ and the barrier, $80\ \mathrm{cm^{-1}}$, is below $kT$. At 1.2 the barrier is gone, and cutoff and gap at the minimum coincide at $9600\ \mathrm{cm^{-1}}$.

The distance $r$ also needs care here. At the minima for $2H<\lambda$, (\ref{dipole}) gives $\Delta\mu_{\rm ad}=er\sqrt{1-4H^2/\lambda^2}$, which is $0.6\,er$ at $2H/\lambda=0.8$. Putting this value in place of $er$ in (\ref{sumrule}) would overestimate $H$ by the factor $1/0.6=1.7$. At 300 K the barrier for this coupling is below $kT$, so the band also samples the region near $q=0$, where $\Delta\mu_{\rm ad}$ vanishes; averaged over the classical band with weight $\varepsilon$, $|\Delta\mu_{\rm ad}|$ is about $0.48\,er$, and the overestimate would be about a factor 2.1.

Full vibronic diagonalisation at $2H/\lambda=0.8$ with a $50\ \mathrm{cm^{-1}}$ mode tests how much of the classical picture survives. Of the reduced intensity above $2000\ \mathrm{cm^{-1}}$, less than 0.01\% lies more than $300\ \mathrm{cm^{-1}}$ below the cutoff; an uncut Gaussian would have 15\% there. The window from $300\ \mathrm{cm^{-1}}$ below to $500\ \mathrm{cm^{-1}}$ above the cutoff holds 26.6\%, against 26.4\% from the classical band. After smoothing the lines with a Gaussian of standard deviation $60\ \mathrm{cm^{-1}}$, the maximum of $\varepsilon$ lies near $6470\ \mathrm{cm^{-1}}$, close to $2H$ and far from $\lambda$. Such smoothing would also remove the integrable classical divergence, so the height of this maximum and its small offset from $2H$ do not measure the quantum rounding of the edge. The integrated band returns $H=3200\ \mathrm{cm^{-1}}$, the value put in. These figures, listed in the numerical output, hold for one soft mode and constant $H$. A coupling that varies smoothly with $q$ alone could move the classical edge but would leave it sharp; one that varies along other nuclear coordinates would spread the cutoff over a range of energies, and further electronic states would add intensity that the two-state relations do not describe.

\section*{Calculated quantities}
\begin{verbatim}
temperature = 300 K; kT = 208.51 cm^-1
width coefficient 16 ln2 kT at 300 K = 2312.5 cm^-1
width coefficient at 298.15 K = 2298.2 cm^-1
temperature for coefficient 2310 = 299.68 K
quantum coefficient, 50 cm^-1 mode = 2323.5 cm^-1
quantum coefficient, 400 cm^-1 mode = 2981.6 cm^-1
absorption constant C = 108.862 M^-1 cm^-1 D^-2
Gaussian area factor = 1.0645
Hush coupling prefactor = 0.02059 (r in angstrom)
model lambda = 8000 cm^-1; H = 400 cm^-1
model r = 7.0 angstrom; er = 33.62 D
band maximum = 7553 cm^-1
maximum eps = 552.3 M^-1 cm^-1
FWHM of eps = 4445 cm^-1
reduced-band maximum = 7996 cm^-1
FWHM of reduced band = 4305 cm^-1
Hush width from lambda = 4301 cm^-1
Hush width from band maximum = 4179 cm^-1
H from working formula = 400.5 cm^-1
H from working formula = 0.0497 eV
H from integral of nu*eps = 400.0 cm^-1
upper/lower population ratio = 1.55e-06
unequal sites: Delta G0 = 2000 cm^-1
unequal sites: mean gap = 10000 cm^-1
unequal sites: FWHM = 4301 cm^-1
2H/lambda = 0.5: cutoff 4000, gap at minimum 8000, barrier 500.0 cm^-1
  moment/er = 0.250; adiabatic change/er = 0.866
2H/lambda = 0.8: cutoff 6400, gap at minimum 8000, barrier 80.0 cm^-1
  moment/er = 0.400; adiabatic change/er = 0.600
2H/lambda = 1.2: cutoff 9600, gap at minimum 9600, barrier 0.0 cm^-1
  moment/er = 0.500; adiabatic change/er = 0.000
interior maximum at 2H/lambda = 0.5: 7356 cm^-1
half-height lost above 2H = 5849 cm^-1
  as 2H/lambda = 0.731
interior maximum lost above 2H = 5276 cm^-1
  as 2H/lambda = 0.660
vibronic case: mode 50, 2H 6400 cm^-1
vibronic H from band above 2000 cm^-1 = 3200.0 cm^-1
reduced weight below 2H-300 cm^-1: vibronic = 0.0000
  same weight for uncut Gaussian = 0.1491
weight 2H-300 to 2H+500 cm^-1: vibronic = 0.2664
  same weight, classical cut band = 0.2641
smoothed vibronic eps maximum = 6470 cm^-1
\end{verbatim}
